# Debye–Hückel free energy from the classical limit of the ring sum: verification in Python

```python
"""Classical limit of the ring (RPA) free energy of an electron gas.

Result under test: the ring free energy density
    f = (kT/2) sum_l int d^3q/(2 pi)^3 [ln(1 - v chi0) + v chi0]
tends to -kT kappa^3/(12 pi) when hbar -> 0, and only l = 0 survives.
Symbols (Gaussian units): v = 4 pi e^2/q^2, kappa^2 = 4 pi n e^2/kT,
Lambda = hbar/sqrt(m kT), t = kappa*Lambda = hbar*omega_p/kT,
chi0(q, i omega_l) = -(n/kT) g_l(a), a = (Lambda q)^2/2,
g_l(a) = int_0^1 ds cos(2 pi l s) exp(-a s (1-s)).
DH denotes the Debye-Hueckel value -kT kappa^3/(12 pi).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

pi = np.pi
L_MAX = 200
nodes, weights = np.polynomial.legendre.leggauss(400)
s_half = 0.25 * (nodes + 1)          # imaginary time on [0, 1/2]
w_half = 0.25 * weights
cosines = np.cos(2 * pi * np.outer(s_half, np.arange(L_MAX + 1)))


def g_all(a):
    """g_l(a) for l = 0..L_MAX; one row for each a."""
    a = np.atleast_1d(a)
    decay = np.exp(-np.outer(a, s_half * (1 - s_half)))
    return 2 * (decay * w_half) @ cosines


def ring_over_dh(t):
    """Zero- and nonzero-frequency parts of the ring sum, divided by DH."""
    y_low = 0.5 * t * (nodes + 1)    # y = Lambda*q, region q < kappa
    w_low = 0.5 * t * weights
    span = np.log(40.0 / t)          # logarithmic grid up to y = 40
    y_high = t * np.exp(0.5 * span * (nodes + 1))
    w_high = 0.5 * span * weights * y_high
    y = np.concatenate([y_low, y_high])
    w = np.concatenate([w_low, w_high]) / t
    x = y / t
    z = g_all(y**2 / 2) / x[:, None]**2
    integrals = (w * x**2) @ (np.log1p(z) - z)
    parts = integrals / (4 * pi**2) / (-1 / (12 * pi))
    return parts[0], 2 * parts[1:].sum()


def half_line(func):
    """Integral over [0, infinity), split at 1."""
    return quad(func, 0, 1)[0] + quad(func, 1, np.inf)[0]


# Worked example: round model parameters, CGS units
n = 1.0e16
T = 1.0e4
kT = const.k * 1e7 * T
hbar = const.hbar * 1e7
mass = const.m_e * 1e3
e2 = const.e**2 / (4 * pi * const.epsilon_0) * 1e9
kappa = np.sqrt(4 * pi * n * e2 / kT)
Lam = hbar / np.sqrt(mass * kT)
t_ex = kappa * Lam
omega_p = np.sqrt(4 * pi * n * e2 / mass)
assert abs(t_ex / (hbar * omega_p / kT) - 1) < 1e-12
f_dh = -kT * kappa**3 / (12 * pi)
fugacity = n * Lam**3 * (2 * pi)**1.5 / 2


# Response function: Lindhard definition with Fermi occupations
def lindhard_over_classical(y, l, z):
    """-kT chi0/n from the k integral; wave vectors in units 1/Lambda."""
    dp = 0.002
    p = (np.arange(-10000, 10000) + 0.5) * dp   # never hits p = 0

    def layer(k):                    # occupation summed over k_perp
        return np.log1p(z * np.exp(-k**2 / 2)) / (2 * pi)

    density = 2 * np.sum(layer(p)) * dp / (2 * pi)
    delta = p * y                    # energy difference over kT
    diff = layer(p - y / 2) - layer(p + y / 2)
    chi = 2 * np.sum(-diff * delta / ((2 * pi * l)**2 + delta**2))
    return -chi * dp / (2 * pi) / density


lindhard_rows = []
for y in (0.5, 1.0, 3.0):
    for l in (0, 1, 2):
        direct = lindhard_over_classical(y, l, fugacity)
        formula = g_all(y**2 / 2)[0, l]
        assert abs(direct - formula) < 1e-5
        if y == 1.0:
            lindhard_rows.append((l, direct, formula))

# Frequency sums: equal-time value and Parseval identity
for a in (0.3, 1.0, 4.0):
    g = g_all(a)[0]
    total = g[0] + 2 * g[1:].sum()
    assert abs(total - 1) < 4e-3     # omitted tail is about a/(pi^2 L_MAX)
    squares = g[0]**2 + 2 * np.sum(g[1:]**2)
    exact = quad(lambda s: np.exp(-2 * a * s * (1 - s)), 0, 1)[0]
    assert abs(squares - exact) < 1e-6


# Classical zero-frequency integral
def log_integral(b):
    """int dx x^2 [ln(1+b/x^2) - b/x^2]; b scales kappa^2."""
    return half_line(lambda x: x * x * (np.log1p(b / x**2) - b / x**2))


I_classical = log_integral(1.0)
assert abs(I_classical + pi / 3) < 1e-7

# Second-order ring alone, with a lower cut-off q_min
second = {}
for cut in (0.1, 0.01):
    val = quad(lambda x: -0.5 / x**2, cut, 1)[0]
    val += quad(lambda x: -0.5 / x**2, 1, np.inf)[0]
    second[cut] = val / (4 * pi**2) * (-12 * pi)
    assert abs(second[cut] * cut - 3 / (2 * pi)) < 1e-6


# Energy from the structure factor, charging, and temperature derivative
def pair_energy(lam):
    """(1/2) int v n (S_lambda - 1) in units kT kappa^3."""
    return half_line(lambda x: -lam / (x * x + lam)) / (4 * pi**2)


u_unit = pair_energy(1.0)
assert abs(u_unit + 1 / (8 * pi)) < 1e-8
xg, wg = np.polynomial.legendre.leggauss(20)
root = 0.5 * (xg + 1)                # lambda = root^2
charged = sum(0.5 * w * 2 * r * pair_energy(r * r)
              for r, w in zip(root, wg))
assert abs(charged - I_classical / (4 * pi**2)) < 1e-7
h = 1e-3
slope = (log_integral(1 + h) - log_integral(1 - h)) / (2 * h)
assert abs(slope / (4 * pi**2) - u_unit) < 1e-6

# Pair correlation in real space from S(q) = q^2/(q^2 + kappa^2)
for r in (0.7, 1.5, 3.0):            # kappa*r
    sine = quad(lambda q: q / (q * q + 1), 0, np.inf,
                weight='sin', wvar=r)[0]
    h_num = -sine * kappa**3 / (2 * pi**2 * r * n)
    h_formula = -(e2 / kT) * kappa * np.exp(-r) / r
    assert abs(h_num / h_formula - 1) < 1e-5

# Approach to the classical limit and first quantum correction
s01 = 0.5 * (nodes + 1)
u01 = s01 * (1 - s01)
J0 = 0.25 * weights @ np.sqrt((u01[:, None] + u01) / 2) @ weights
c_zero = -1.5 / np.sqrt(pi) * J0
c_nonzero = 1.5 / np.sqrt(pi) * (J0 - pi / 8)
c_total = -3 * np.sqrt(pi) / 16
table = {t: ring_over_dh(t) for t in (0.2, 0.1, 0.05, 0.02, 0.01)}


def extrapolated(func):
    """Coefficient of t, with the next power removed."""
    return 2 * func(*table[0.01]) / 0.01 - func(*table[0.02]) / 0.02


num_zero = extrapolated(lambda a, b: a - 1)
num_nonzero = extrapolated(lambda a, b: b)
num_total = extrapolated(lambda a, b: a + b - 1)
assert abs(num_zero / c_zero - 1) < 2e-3
assert abs(num_nonzero / c_nonzero - 1) < 5e-3
assert abs(num_total / c_total - 1) < 2e-3
deviations = [abs(sum(table[t]) - 1) for t in table]
assert all(b < a for a, b in zip(deviations, deviations[1:]))

# Exchange: average of v over the difference of two Maxwell momenta
gauss = quad(lambda y: 4 * pi * np.exp(-y * y / 4), 0, np.inf)[0]
mean_inv_q2 = Lam**2 * gauss / (4 * pi)**1.5
f_x = -(n / 2)**2 * 4 * pi * e2 * mean_inv_q2
assert abs(f_x / (-pi / 2 * n**2 * e2 * Lam**2) - 1) < 1e-8
assert abs(f_x / f_dh / (1.5 * pi * n * Lam**2 / kappa) - 1) < 1e-8

# Full ring sum for the worked example
zero_ex, nonzero_ex = ring_over_dh(t_ex)
ratio_ex = zero_ex + nonzero_ex
assert abs(ratio_ex - (1 + c_total * t_ex)) < 2e-5

print(f"density n = {n:.3e} cm^-3")
print(f"temperature T = {T:.1f} K")
print(f"thermal energy kT = {kT:.5e} erg")
print(f"e^2 = {e2:.5e} erg cm")
print(f"kappa = {kappa:.5e} cm^-1")
print(f"screening length 1/kappa = {1/kappa:.5e} cm")
print(f"Lambda = {Lam:.5e} cm")
print(f"kappa*Lambda = {t_ex:.6f} (dimensionless)")
print(f"n*Lambda^3 = {n*Lam**3:.3e} (dimensionless)")
print(f"fugacity = {fugacity:.3e} (dimensionless)")
print(f"kappa*e^2/kT = {kappa*e2/kT:.5f} (dimensionless)")
print(f"n*Lambda^2/kappa = {n*Lam**2/kappa:.3e} (dimensionless)")
print("response at Lambda*q = 1: l, Lindhard, g_l (dimensionless)")
for l, direct, formula in lindhard_rows:
    print(f"  {l}  {direct:.7f}  {formula:.7f}")
g_k = g_all(t_ex**2 / 2)[0]
print(f"example, q = kappa: 1-g_0 = {1-g_k[0]:.3e} (dimensionless)")
print(f"example, q = kappa: g_1 = {g_k[1]:.3e} (dimensionless)")
print(f"classical x integral = {I_classical:.8f} (dimensionless)")
print(f"-pi/3 = {-pi/3:.8f} (dimensionless)")
for cut, value in second.items():
    print(f"second-order ring/DH, q_min = {cut} kappa: {value:.4f}")
print(f"energy density u/(kT kappa^3) = {u_unit:.8f}")
print(f"charging result f/(kT kappa^3) = {charged:.8f}")
print(f"J0 = {J0:.6f} (dimensionless)")
print("coefficients of kappa*Lambda in f_ring/DH: numeric, formula")
print(f"  zero frequency: {num_zero:.5f}  {c_zero:.5f}")
print(f"  nonzero frequencies: {num_nonzero:.6f}  {c_nonzero:.6f}")
print(f"  total: {num_total:.5f}  {c_total:.5f}")
print("kappa*Lambda, l=0 part/DH, l!=0 part/DH, total/DH")
for t, (a, b) in table.items():
    print(f"  {t:.2f}  {a:.6f}  {b:.3e}  {a+b:.6f}")
print(f"example l=0 part/DH = {zero_ex:.7f}")
print(f"example l!=0 part/DH = {nonzero_ex:.3e}")
print(f"example total ring/DH = {ratio_ex:.7f}")
print(f"example first-order prediction = {1+c_total*t_ex:.7f}")
print(f"Debye-Hueckel f = {f_dh:.5f} erg cm^-3")
print(f"Debye-Hueckel f = {f_dh*0.1:.6f} J m^-3")
print(f"ring sum f = {f_dh*ratio_ex:.5f} erg cm^-3")
print(f"Debye-Hueckel f/(n kT) = {f_dh/(n*kT):.6f} (dimensionless)")
print(f"Debye-Hueckel f/n = {f_dh/n/(const.e*1e7)*1e3:.5f} meV")
print(f"energy density u = {u_unit*kT*kappa**3:.5f} erg cm^-3")
print(f"exchange f_x = {f_x:.5f} erg cm^-3")
print(f"exchange/DH = {f_x/f_dh:.3e} (dimensionless)")
print("all tests passed")
```

It prints:

```
density n = 1.000e+16 cm^-3
temperature T = 10000.0 K
thermal energy kT = 1.38065e-12 erg
e^2 = 2.30708e-19 erg cm
kappa = 1.44909e+05 cm^-1
screening length 1/kappa = 6.90090e-06 cm
Lambda = 2.97365e-08 cm
kappa*Lambda = 0.004309 (dimensionless)
n*Lambda^3 = 2.629e-07 (dimensionless)
fugacity = 2.071e-06 (dimensionless)
kappa*e^2/kT = 0.02421 (dimensionless)
n*Lambda^2/kappa = 6.102e-05 (dimensionless)
response at Lambda*q = 1: l, Lindhard, g_l (dimensionless)
  0  0.9206880  0.9206886
  1  0.0234863  0.0234863
  2  0.0062065  0.0062065
example, q = kappa: 1-g_0 = 1.547e-06 (dimensionless)
example, q = kappa: g_1 = 4.703e-07 (dimensionless)
classical x integral = -1.04719755 (dimensionless)
-pi/3 = -1.04719755 (dimensionless)
second-order ring/DH, q_min = 0.1 kappa: 4.7746
second-order ring/DH, q_min = 0.01 kappa: 47.7465
energy density u/(kT kappa^3) = -0.03978874
charging result f/(kT kappa^3) = -0.02652582
J0 = 0.402002 (dimensionless)
coefficients of kappa*Lambda in f_ring/DH: numeric, formula
  zero frequency: -0.34020  -0.34021
  nonzero frequencies: 0.007867  0.007873
  total: -0.33233  -0.33234
kappa*Lambda, l=0 part/DH, l!=0 part/DH, total/DH
  0.20  0.936601  1.573e-03  0.938174
  0.10  0.967183  7.867e-04  0.967970
  0.05  0.983296  3.934e-04  0.983690
  0.02  0.993245  1.573e-04  0.993403
  0.01  0.996610  7.867e-05  0.996689
example l=0 part/DH = 0.9985363
example l!=0 part/DH = 3.390e-05
example total ring/DH = 0.9985702
example first-order prediction = 0.9985679
Debye-Hueckel f = -111.43852 erg cm^-3
Debye-Hueckel f = -11.143852 J m^-3
ring sum f = -111.27919 erg cm^-3
Debye-Hueckel f/(n kT) = -0.008071 (dimensionless)
Debye-Hueckel f/n = -6.95545 meV
energy density u = -167.15778 erg cm^-3
exchange f_x = -0.03205 erg cm^-3
exchange/DH = 2.876e-04 (dimensionless)
all tests passed
```
